# Annihilation rate of slow positrons in a gas, and Zeff

**Setting.** A positron moves slowly through a dilute gas of identical atoms with number density \(n\). Each atom has \(N\) electrons. The positron is unpolarised, forces other than annihilation do not depend on spin, and all speeds are far below \(c\). Work to lowest order in the fine-structure constant \(\alpha\), in SI units. The electron has charge \(-e\) and mass \(m\), and the classical electron radius is

\[
r_0=\frac{e^2}{4\pi\varepsilon_0 mc^2}.
\]

The Dirac Hamiltonian is \(H_D=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2\), with

\[
\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\quad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
\gamma_5=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad
\boldsymbol\Sigma=\begin{pmatrix}\boldsymbol\sigma&0\\0&\boldsymbol\sigma\end{pmatrix}.
\]

A positron is a hole in the filled sea of negative-energy states. Replacing \(\mathbf p\) by \(\mathbf p+e\mathbf A\) gives the coupling \(H'=ec\,\boldsymbol\alpha\cdot\mathbf A\). In a box of volume \(V\), emission of a photon with wave vector \(\mathbf q\), frequency \(\omega\) and real polarisation \(\boldsymbol\epsilon\) has the operator

\[
ec\sqrt{\frac{\hbar}{2\varepsilon_0\omega V}}\;\boldsymbol\alpha\cdot\boldsymbol\epsilon\;e^{-i\mathbf q\cdot\mathbf r}.
\]

## (a) The two-photon amplitude

**Question.** An electron and a positron are at rest in the box. Explain why one photon is not enough, and write the second-order amplitude for two photons as a single matrix element.

**Answer.** The pair has energy \(2mc^2\) and no momentum. A single photon of that energy would carry momentum \(2mc\), so it is forbidden. Two photons must have opposite momenta and therefore equal energies. The electron falls from \(+mc^2\) into the hole at \(-mc^2\):

\[
mc^2=-mc^2+2\hbar\omega,\qquad \hbar\omega=mc^2,\qquad q=\frac{mc}{\hbar}.
\]

Let photon 1 travel along the unit vector \(\hat{\mathbf q}\) and photon 2 along \(-\hat{\mathbf q}\). Suppose first that the electron emits photon 1 and enters a state \(j\) of momentum \(-\hbar q\hat{\mathbf q}\) and energy \(E_j\).

- If \(E_j>0\), the state is free. The energy denominator, initial minus intermediate energy, is \(mc^2-(E_j+\hbar\omega)=-E_j\).
- If \(E_j<0\), the state is filled. The sea electron in \(j\), which lies below the hole at \(E_j=-\sqrt2\,mc^2\), first moves up into the hole and emits photon 2 (an intermediate step need not conserve energy); the original electron then emits photon 1 and enters \(j\). The denominator is \(-(-mc^2-E_j+\hbar\omega)=E_j\). The two electrons end up interchanged compared with the direct route, which brings a factor \(-1\). The result is again \(1/(-E_j)\).

All four states of this momentum thus enter with the same factor. Since \(H_D^2=c^2p^2+m^2c^4=2m^2c^4\) here,

\[
\sum_j\frac{|j\rangle\langle j|}{-E_j}=-H_D^{-1}=-\frac{H_D}{2m^2c^4},
\qquad H_D=mc^2(\beta-\boldsymbol\alpha\cdot\hat{\mathbf q}).
\]

With the photons exchanged, the intermediate momentum changes sign. Write \(\alpha_1=\boldsymbol\alpha\cdot\boldsymbol\epsilon_1\), \(\alpha_2=\boldsymbol\alpha\cdot\boldsymbol\epsilon_2\), \(\alpha_q=\boldsymbol\alpha\cdot\hat{\mathbf q}\), and let \(u\) and \(w\) be the spinors of the electron and of the empty sea state. Then

\[
M=K\,T,\qquad K=\frac{e^2c^2\hbar}{2\varepsilon_0\omega V}=\frac{e^2\hbar^2}{2\varepsilon_0 mV},
\]
\[
T=-\frac{1}{2mc^2}\,w^\dagger\big[\alpha_2(\beta-\alpha_q)\alpha_1+\alpha_1(\beta+\alpha_q)\alpha_2\big]u .
\]

## (b) Spins and polarisations

**Question.** Reduce \(T\). Which photon polarisations and which total spin of the pair are allowed?

**Answer.** Because \(\beta\) anticommutes with each \(\alpha\) matrix, the \(\beta\) terms give

\[
\alpha_2\beta\alpha_1+\alpha_1\beta\alpha_2=-\beta(\alpha_2\alpha_1+\alpha_1\alpha_2)=-2\beta\,\boldsymbol\epsilon_1\cdot\boldsymbol\epsilon_2 .
\]

At rest \(\beta u=u\) and \(w^\dagger u=0\), so these terms vanish. In the others, \(\alpha_q\) anticommutes with \(\alpha_1\) and \(\alpha_2\), since the polarisations are transverse:

\[
-\alpha_2\alpha_q\alpha_1+\alpha_1\alpha_q\alpha_2=\alpha_q(\alpha_2\alpha_1-\alpha_1\alpha_2).
\]

The product rule \((\boldsymbol\alpha\cdot\mathbf a)(\boldsymbol\alpha\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\Sigma\cdot(\mathbf a\times\mathbf b)\) turns the commutator into \(2i\boldsymbol\Sigma\cdot(\boldsymbol\epsilon_2\times\boldsymbol\epsilon_1)\). The cross product lies along \(\hat{\mathbf q}\), so it equals \(s\,\hat{\mathbf q}\) with \(s=\hat{\mathbf q}\cdot(\boldsymbol\epsilon_2\times\boldsymbol\epsilon_1)\). With \(\alpha_q=\gamma_5\,\boldsymbol\Sigma\cdot\hat{\mathbf q}\) and \((\boldsymbol\Sigma\cdot\hat{\mathbf q})^2=1\), the bracket is \(2is\gamma_5\), and

\[
T=-\frac{i s}{mc^2}\,w^\dagger\gamma_5u=-\frac{i s}{mc^2}\,\chi_w^\dagger\chi_u ,
\]

where \(\chi_u\) and \(\chi_w\) are the two-component spinors. Parallel linear polarisations give \(s=0\). Two transverse axes offer two perpendicular combinations, each with \(s^2=1\), so the polarisation sum of \(s^2\) is 2.

For the spin, write a general pair state as \(\sum C_{uw}\,|\text{electron }u,\ \text{hole }w\rangle\). Its amplitude is proportional to \(\mathrm{Tr}\,C\). A hole is a removed spinor, so under a rotation \(U\) the matrix becomes \(UCU^\dagger\). The normalised matrix \(C=1/\sqrt2\) does not change and is the spin singlet. The three matrices \(\sigma_i/\sqrt2\) rotate like a vector and are the triplet. Their traces are \(\sqrt2\) and 0. The singlet therefore has squared spin factor 2, the triplet has none, and the average over the four spin states is \(2/4=1/2\).

## (c) The rate for one pair

**Question.** Find the spin-averaged and the singlet annihilation rates in the box.

**Answer.** Fermi's golden rule needs the number of final states per unit energy. Summing over all \(\mathbf q\) and all polarisations counts each pair of identical photons twice, hence a factor 1/2:

\[
\frac12\sum_{\mathbf q}\delta(2\hbar cq-2mc^2)
=\frac12\,\frac{V}{8\pi^3}\,4\pi\,\frac{q^2}{2\hbar c}
=\frac{Vq^2}{8\pi^2\hbar c},\qquad q=\frac{mc}{\hbar}.
\]

Inserting \(e^2=4\pi\varepsilon_0mc^2r_0\) gives

\[
\frac{K}{mc^2}=\frac{e^2\hbar^2}{2\varepsilon_0m^2c^2V}=\frac{2\pi r_0\hbar^2}{mV}.
\]

The polarisation sum 2 and the spin average 1/2 multiply to 1, so

\[
\Gamma_{\rm pair}=\frac{2\pi}{\hbar}\;\frac{4\pi^2r_0^2\hbar^4}{m^2V^2}\;\frac{V}{8\pi^2\hbar c}\,\frac{m^2c^2}{\hbar^2}
=\frac{\pi r_0^2c}{V}.
\]

The singlet has spin factor 2 in place of 1/2, and its rate is \(4\pi r_0^2c/V\). The triplet rate is zero for two photons. A sum over explicit Dirac intermediate states, with the two routes of part (a) kept separate, was tested against these three results and agrees.

To leading order in \(v/c\) the rate does not depend on the relative speed \(v\); the first correction is of relative order \((v/c)^2\). The corresponding cross section, rate divided by flux \(v/V\), is \(\pi r_0^2c/v\) and grows as the pair slows down. This holds for undistorted plane waves; the attraction within the pair enters through the wave function of part (d).

## (d) From plane waves to \(Z_{\rm eff}\)

**Question.** The positron now scatters from an atom. Define \(Z_{\rm eff}\) from the scattering wave function and find the annihilation rate in the gas. What is \(Z_{\rm eff}\) if the positron wave is undisturbed?

**Answer.** Take one electron and one positron first, with a wave function built from momenta far below \(mc\):

\[
\Psi(\mathbf r,\mathbf x)=\frac1V\sum_{\mathbf k_1,\mathbf k_2}c(\mathbf k_1,\mathbf k_2)\,e^{i\mathbf k_1\cdot\mathbf r+i\mathbf k_2\cdot\mathbf x}.
\]

The intermediate state in part (a) has momentum of order \(mc\), so the amplitude is the same for all these components at leading order. Components with the same total wave vector \(\mathbf P=\mathbf k_1+\mathbf k_2\) lead to the same photon momenta and add coherently to \(F(\mathbf P)=\sum c\). Different \(\mathbf P\) lead to different final states, whose probabilities add. At coincidence, \(\Psi(\mathbf R,\mathbf R)=V^{-1}\sum_{\mathbf P}F(\mathbf P)e^{i\mathbf P\cdot\mathbf R}\), and orthogonality of the plane waves gives

\[
\Gamma=\Gamma_{\rm pair}\sum_{\mathbf P}|F(\mathbf P)|^2
=\Gamma_{\rm pair}\,V\!\int|\Psi(\mathbf R,\mathbf R)|^2d^3R
=\pi r_0^2c\int|\Psi(\mathbf R,\mathbf R)|^2d^3R .
\]

Annihilation thus acts as a contact process. Its range, about \(\hbar/(mc)\), is 0.0073 of the Bohr radius \(a_0\), so the wave function of a light atom, or of the outer shells of a heavy one, hardly varies across it. The innermost shells of heavy atoms are not covered by this estimate, but the repulsion of the nucleus keeps a slow positron away from them.

In an atom the other electrons may be left in any state. For light atoms, and for the outer shells of heavy ones, these final energies differ by far less than \(mc^2\). The sum over them can then be done by completeness, and each electron contributes its own coincidence density.

The spin average also needs justification in an atom. The singlet projector for electron \(i\) and the positron is

\[
P_i=\tfrac14(1-\boldsymbol\sigma_i\cdot\boldsymbol\sigma_x),
\]

because \(\boldsymbol\sigma_i\cdot\boldsymbol\sigma_x\) is \(-3\) in the singlet and \(+1\) in the triplet. The rate contains \(4\pi r_0^2c\,P_i\). Scattering by spin-independent forces leaves an unpolarised positron unpolarised, so the second term averages to zero and \(\langle P_i\rangle=1/4\) whatever the electron spin state. In a spin-polarised gas this gives only the initial rate, because annihilation preferentially removes positrons with spin opposite to that of the electrons and so leaves the survivors polarised. If both spins are fully polarised and parallel, \(\langle P_i\rangle=0\) and two-photon annihilation stops; if they are antiparallel, \(\langle P_i\rangle=1/2\) and the rate is twice the average.

Now let \(\Psi\) have an incident positron wave of unit amplitude and a target state normalised to one. Define

\[
Z_{\rm eff}=\sum_{i=1}^N\int|\Psi(\mathbf r_1,\dots,\mathbf r_N;\mathbf x)|^2\,\delta(\mathbf r_i-\mathbf x)\,d^3r_1\cdots d^3r_N\,d^3x .
\]

This is the positron density at the electrons, relative to the incident density. A positron in the volume \(V\) has incident density \(1/V\) and meets \(nV\) atoms. If the gas is dilute enough for the atoms to act independently,

\[
\Gamma=nV\cdot\pi r_0^2c\,\frac{Z_{\rm eff}}{V}=\pi r_0^2c\,n\,Z_{\rm eff}.
\]

For an undisturbed wave \(|\Psi|^2\) is the electronic probability density alone. Each delta function then integrates to one and \(Z_{\rm eff}=N\). In general \(Z_{\rm eff}\) is not the number of electrons and need not be an integer. The definition presumes that positronium cannot form: the positron energy plus the positronium binding energy, \(E_h/4\approx6.8\) eV with \(E_h\) the hartree, must lie below the ionisation energy of the atom. For atoms such as lithium and sodium this fails even at zero energy. The outgoing positronium wave then makes the integral grow with the radius of the region included, and the formula for \(\Gamma\) does not apply.

## (e) The rate at one amagat

**Question.** Evaluate the rate for \(Z_{\rm eff}=1\) at one amagat, taken as the density of an ideal gas at 273.15 K and 1 atm. When may the result be called a rate per electron?

**Answer.** The rate constant is

\[
\pi r_0^2c=\pi(2.81794\times10^{-15}\,\mathrm m)^2(2.99792\times10^{8}\,\mathrm{m\,s^{-1}})=7.479\times10^{-21}\,\mathrm{m^3\,s^{-1}}.
\]

One amagat is \(2.6868\times10^{25}\,\mathrm{m^{-3}}\), and the product is

\[
\Gamma=2.009\times10^{5}\,\mathrm{s^{-1}}=0.201\ \text{per microsecond},
\]

a mean lifetime of 4.98 µs. This is the rate per amagat and per unit of \(Z_{\rm eff}\). It is a rate per electron if the positron wave is undisturbed, so that \(Z_{\rm eff}=N\). Three-photon decay and radiative corrections, of higher order in \(\alpha\), are left out. Their relative size is of order \(\alpha\), below one per cent, so they can change the third significant figure; the fourth figure of 2.009 belongs to the lowest-order formula only.

## (f) Hydrogen in the static approximation

**Question.** A positron of zero energy meets a hydrogen atom whose 1s electron is frozen and whose nucleus is fixed. Find the potential energy and an expression for \(Z_{\rm eff}\). Show on which side of 1 it lies, and interpret the computed value.

**Answer.** The electron density is \(\rho(r)=e^{-2r/a_0}/(\pi a_0^3)\). Let \(x=r/a_0\) and let \(E_h=e^2/(4\pi\varepsilon_0a_0)\) be the hartree. The electron charge inside \(r\) acts as if at the centre, and each outer shell contributes a constant potential:

\[
\frac{V(r)}{E_h}=\frac1x-\frac1x\int_0^x4s^2e^{-2s}ds-\int_x^\infty4s\,e^{-2s}ds .
\]

The integrals are \(1-(1+2x+2x^2)e^{-2x}\) and \((1+2x)e^{-2x}\). Therefore

\[
\frac{V}{E_h}=\Big(\frac1x+2+2x\Big)e^{-2x}-(1+2x)e^{-2x}=\Big(1+\frac1x\Big)e^{-2x}.
\]

The potential is repulsive everywhere. At zero energy only the s wave remains, and the positron wave is \(\psi=u(r)/r\), with

\[
u''=\frac{2m}{\hbar^2}V u,\qquad u(0)=0,\qquad u\to r-a .
\]

Here \(a\) is the scattering length, and the last condition sets \(\psi\to1-a/r\), a wave of unit incident amplitude. The wave function is the product of the 1s orbital and \(\psi\), so

\[
Z_{\rm eff}=\int\rho\,\psi^2\,d^3r=\frac{4}{a_0^3}\int_0^\infty e^{-2r/a_0}u^2\,dr .
\]

For \(V>0\) the positive function \(u\) has \(u''>0\). Its slope rises towards 1 and is smaller before that, so \(u<r\) and \(\psi<1\) for every finite \(r\). Hence \(Z_{\rm eff}<1\).

The computed values are \(a=0.582\,a_0\) and \(Z_{\rm eff}=0.406\). The positron density at the nucleus is 0.090 of the incident density. In a hypothetical gas of free hydrogen atoms at one amagat, this model gives \(0.2009\times0.4056=0.0815\) per microsecond. It omits polarisation of the atom and the attraction that draws the electron towards the positron, so the value is not a prediction for real hydrogen.

## (g) A second route to \(Z_{\rm eff}\)

**Question.** Add a weak potential energy \(\lambda\rho(r)\) to \(V\). Relate the change of \(a\) to \(Z_{\rm eff}\), and use the relation to confirm the annihilation rate from the flux of positrons.

**Answer.** Let \(u\) and \(u_\lambda\) be the solutions without and with the added term. Multiply the equation for \(u_\lambda\) by \(u\), that for \(u\) by \(u_\lambda\), and subtract:

\[
\frac{d}{dr}(u\,u_\lambda'-u_\lambda u')=\frac{2m\lambda}{\hbar^2}\rho\,u\,u_\lambda .
\]

Integrate from 0 to a large radius \(R\). The bracket vanishes at the origin, and at \(R\) it is \((R-a)-(R-a_\lambda)=a_\lambda-a\). For small \(\lambda\), \(u_\lambda\to u\). Since \(Z_{\rm eff}=4\pi\int\rho u^2dr\),

\[
\frac{da}{d\lambda}=\frac{2m}{\hbar^2}\int_0^\infty\rho u^2dr=\frac{m}{2\pi\hbar^2}Z_{\rm eff}.
\]

A numerical test of this relation gives 0.4056 from the shift of \(a\), equal to the value from the wave function.

Annihilation removes positron density at the local rate \(\pi r_0^2c\,\rho|\psi|^2\). An imaginary potential energy \(-iW\) removes it at the rate \(2W|\psi|^2/\hbar\), so \(\lambda=-i\hbar\pi r_0^2c/2\). To first order in this small term,

\[
\mathrm{Im}\,a=-\frac{m}{2\pi\hbar^2}\,\frac{\hbar\pi r_0^2c}{2}\,Z_{\rm eff}=-\frac{m r_0^2c}{4\hbar}Z_{\rm eff}.
\]

Outside the atom \(\psi=1-a/r\) and \(\psi'=a/r^2\), so the radial current density is \((\hbar/m)\,\mathrm{Im}(\psi^*\psi')=(\hbar/m)\,\mathrm{Im}\,a/r^2\). The inward flow through a sphere is

\[
-4\pi r^2\,\frac{\hbar}{m}\,\frac{\mathrm{Im}\,a}{r^2}=\pi r_0^2c\,Z_{\rm eff}.
\]

This is the loss per atom at unit incident density, in agreement with part (d).

## (h) The effect of attraction

**Question.** Add the model attraction \(-g\,e^{-r/a_0}\) to the static potential. Interpret the following zero-energy results, and state when they cease to apply at finite energy.

| \(g/E_h\) | \(a/a_0\) | \(Z_{\rm eff}\) | rate at 1 amagat (µs⁻¹) |
|---|---|---|---|
| 0 | 0.58 | 0.41 | 0.0815 |
| 0.5 | −1.42 | 1.61 | 0.323 |
| 1.0 | −17.8 | 50.9 | 10.2 |

**Answer.** The strengths \(g\) are round model parameters, not a calculation of correlation in hydrogen. Attraction draws the positron wave into the electron cloud. At \(g=E_h\) a single electron gives \(Z_{\rm eff}\approx51\): the positron density where the electron is found, averaged over the electron cloud, is 51 times the incident density.

The size follows from the scattering length. Just outside the potential \(u\approx r-a\), which is close to \(-a\) when \(|a|\) is much larger than the range. The inner solution must join this value, so \(u\) scales with \(|a|\) there and \(Z_{\rm eff}\) grows as \(a^2\) in the limit of large \(|a|\). The second row of the table is not in that limit: from there to the third row \(a^2\) grows 157-fold, but \(Z_{\rm eff}\) only 32-fold. The third row is close to the limit but not in it: \(Z_{\rm eff}a_0^2/a^2\) is 0.16 there and falls to about 0.13 as \(g\) approaches the binding threshold near \(1.13\,E_h\). The zero-energy \(u\) has no node in any of the three cases, so the potential has no s-wave bound state. The large negative \(a\) means that the attraction is not far short of binding the positron.

At positron wave number \(k\) the zero-energy description needs \(k|a|\ll1\), besides a wavelength long compared with the atom. The corresponding energy must satisfy

\[
E\ll\frac{\hbar^2}{2ma^2}=\frac{E_h}{2(17.8)^2}\approx1.6\times10^{-3}E_h
\]

for the strongest attraction, or roughly 0.04 eV. Thermal energies at room temperature are of similar size, so the last row could not be used there without a finite-energy calculation. The formula \(\Gamma=\pi r_0^2c\,nZ_{\rm eff}\) still applies at such an energy, with \(Z_{\rm eff}\) computed from the wave function at that energy. The rates of parts (c) and (e), the values of parts (f) and (g) and the table of part (h) are listed in the numerical output.

## Computed results

```
classical electron radius r0 = 2.817940e-15 m
speed of light c = 2.997925e+08 m/s
pi r0^2 c = 7.47884e-21 m^3/s
pair rate x volume, Dirac sum = 7.47884e-21 m^3/s
singlet rate x volume, Dirac sum = 2.99154e-20 m^3/s
largest triplet/singlet ratio = 6.4e-33
singlet weight, unpolarised positron = 0.2500
one amagat = 2.68678e+25 m^-3
rate for Zeff = 1 at 1 amagat = 0.2009 per microsecond
mean lifetime for Zeff = 1 at 1 amagat = 4.977 us
reduced Compton wavelength / a0 = 0.00730
Zeff of hydrogen, undisturbed wave = 1.000000
added attraction g = 0.0 hartree:
  scattering length = 0.5822 a0
  Zeff from wave function = 0.4056
  Zeff from length response = 0.4056
  relative positron density at nucleus = 0.0896
  nodes of u (s-wave bound states) = 0
  rate at 1 amagat = 0.0815 per microsecond
added attraction g = 0.5 hartree:
  scattering length = -1.4221 a0
  Zeff from wave function = 1.6084
  Zeff from length response = 1.6084
  relative positron density at nucleus = 0.5081
  nodes of u (s-wave bound states) = 0
  rate at 1 amagat = 0.3232 per microsecond
added attraction g = 1.0 hartree:
  scattering length = -17.8243 a0
  Zeff from wave function = 50.9431
  Zeff from length response = 50.9431
  relative positron density at nucleus = 22.6384
  nodes of u (s-wave bound states) = 0
  rate at 1 amagat = 10.2365 per microsecond
```
